# Spin-orbit splittings from scalar-relativistic p contractions: error and repair

## The problem

A scalar-relativistic calculation on an atom gives one radial function for each p shell. These functions, written as fixed combinations of Gaussian primitives, can be reused as contracted basis functions in a two-component calculation, where $p_{1/2}$ and $p_{3/2}$ have different radial shapes.

Take the iodine atom, with its p contractions 2p, 3p, 4p and 5p. The outermost primitives, with exponents below $1.5\ \mathrm{bohr}^{-2}$, are also left free, so that the valence region stays flexible.

1. What is the sign of the error in the 2p and 5p spin-orbit splittings, and how is it divided between $j=1/2$ and $j=3/2$?
2. How many steeper p primitives must be added to bring the level errors below 1 %, or below 0.1 %, of the splitting? "Steeper" means having an exponent above the free valence range.

Hartree atomic units are used, with $c=1/\alpha$. All electrons move in one fixed spherical potential $V(r)$, taken from a self-consistent spin-free Dirac calculation with exchange-only local-density exchange, a Gaussian nuclear charge and the configuration $5s^2 5p^5$. The potential is not changed in the two-component step, so the errors below are basis-set errors alone. They are measured against the full set of 29 p primitives, whose exponents form a geometric ladder of ratio 2.2 from 0.02 to $7.7\times10^7\ \mathrm{bohr}^{-2}$.

## First estimate by scaling

Let $s$ be the eigenvalue of $\boldsymbol\sigma\cdot\mathbf L$. Since $\mathbf J=\mathbf L+\boldsymbol\sigma/2$, squaring gives $J^2=L^2+\boldsymbol\sigma\cdot\mathbf L+3/4$. For $l=1$ this means

$$s=j(j+1)-2-\tfrac34=\begin{cases}-2,& j=1/2\\ +1,& j=3/2.\end{cases}$$

For a bare charge $Z$, the leading spin-orbit operator is $s\,\alpha^2Z/(4r^3)$; its origin is shown below. The hydrogenic 2p function has $\langle r^{-3}\rangle=Z^3/24$, so the level shifts by $s\,w$ with

$$w=\frac{\alpha^2Z^4}{96},\qquad E_{3/2}-E_{1/2}=w-(-2w)=3w .$$

The scalar contraction reproduces this first-order shift, because a first-order energy needs only the unperturbed function. What it lacks is the response of the function to the spin-orbit term. That response lowers the energy by about $s^2w^2/\Delta$, where $\Delta$ is a typical excitation energy. The lowering is four times larger for $s=-2$ than for $s=1$. If it is missing, the lower level is too high by $4w^2/\Delta$ and the upper one by $w^2/\Delta$, and the splitting is too small by $3w^2/\Delta$.

With the hydrogenic binding energy $Z^2/8$ for $\Delta$, the relative deficit is

$$\frac{3w^2/\Delta}{3w}=\frac{w}{\Delta}=\frac{(Z\alpha)^2}{12}.$$

For iodine $Z\alpha=0.387$, which gives $0.150/12$, or about 1.2 %.

At this level of roughness the same figure serves for 5p. Near the nucleus, where $Z/r$ is much larger than the orbital energy, the radial equation hardly depends on that energy. There 5p is a small multiple $A$ of 2p. The first-order energy scales as $A^2$. The spin-orbit source term and the response to it each scale as $A$, so the second-order energy also scales as $A^2$, and the ratio survives as far as the proportionality does. In the iodine potential used below it holds within 2 % out to $r=1/Z$, but at $r=4/Z$ the ratio of 5p to 2p has fallen to about two thirds of its value near the nucleus, and it changes sign near 0.12 bohr.

For the number of primitives, compare lengths. The hydrogenic 2p radial density $r^4e^{-Zr}$ is largest where $4/r=Z$, at $r=4/Z$. A p primitive has radial density $r^4e^{-2\zeta r^2}$, largest where $4/r=4\zeta r$, at $r=\zeta^{-1/2}$. Suppose the response lies between $r=4/Z$ and $r=1/Z$. The exponents then run from $Z^2/16\approx176$ to $Z^2\approx2800\ \mathrm{bohr}^{-2}$, and a ladder of ratio 2.2 needs

$$k\approx1+\frac{\ln16}{\ln2.2}\approx4.5$$

primitives. This estimate knows nothing of the tolerance.

## Exact solution within the model

### The spin-orbit matrix

With the rest energy removed, the Dirac equation for the large and small components is

$$V\psi_L+c\,\boldsymbol\sigma\cdot\mathbf p\,\psi_S=E\psi_L,\qquad c\,\boldsymbol\sigma\cdot\mathbf p\,\psi_L+(V-2c^2)\psi_S=E\psi_S .$$

Write $\psi_S=\boldsymbol\sigma\cdot\mathbf p\,\phi/(2c)$ and multiply the second equation by $\boldsymbol\sigma\cdot\mathbf p/(2c)$ from the left. Since $(\boldsymbol\sigma\cdot\mathbf p)^2=p^2$, expansion of $\psi_L$ and $\phi$ in the same primitives, with coefficients $a$ and $b$, gives

$$\mathbf V a+\mathbf T b=E\,\mathbf S a,\qquad \mathbf T a+\Big(\frac{\mathbf W}{4c^2}-\mathbf T\Big)b=E\,\frac{\mathbf T}{2c^2}\,b .$$

Here $\mathbf S$ is the overlap, $\mathbf T$ the matrix of $p^2/2$, and $\mathbf W$ that of $\boldsymbol\sigma\cdot\mathbf p\,V\,\boldsymbol\sigma\cdot\mathbf p$. Spin enters through $\mathbf W$ alone. The identity

$$\boldsymbol\sigma\cdot\mathbf p=-i\sigma_r\Big(\partial_r-\frac{\boldsymbol\sigma\cdot\mathbf L}{r}\Big),\qquad \sigma_r^2=1,$$

turns it into a radial integral over the primitives $R_m(r)$:

$$W_{mn}=\int_0^\infty V\,(rR_m'-sR_m)(rR_n'-sR_n)\,dr .$$

The product is $r^2R_m'R_n'-s\,r(R_mR_n)'+s^2R_mR_n$. Both values of $s$ satisfy $s^2=2-s$, so the terms can be sorted as $\mathbf W=\mathbf W_{\rm sf}+s\,\mathbf W_{\rm so}$ with

$$(W_{\rm sf})_{mn}=\int V\,(r^2R_m'R_n'+2R_mR_n)\,dr,$$

$$(W_{\rm so})_{mn}=-\int V\,\big[r(R_mR_n)'+R_mR_n\big]dr=-\int V\,(rR_mR_n)'\,dr=\int V'\,r\,R_mR_n\,dr .$$

The last step is an integration by parts whose boundary terms vanish. For $V=-Z/r$ it gives $Z\langle r^{-3}\rangle$. To leading order $b\approx a$, and the energy contribution $s\,W_{\rm so}/(4c^2)$ is the operator used in the estimate.

The scalar atom is the case $s=0$. From here on $s$ may also take intermediate values in $\mathbf W_{\rm sf}+s\mathbf W_{\rm so}$, where it measures the strength of the coupling.

### Two-component Hamiltonian and contraction

Let the columns of $\mathbf A$ be the large-component coefficients of the positive-energy solutions, expressed in the orthonormal basis obtained with $\mathbf S^{1/2}$. There are as many columns as primitives. They are not orthonormal, because part of each norm is in the small component. The matrix

$$\mathbf C=(\mathbf A\mathbf A^T)^{-1/2}\mathbf A$$

is orthogonal, since $\mathbf C\mathbf C^T=(\mathbf A\mathbf A^T)^{-1/2}\mathbf A\mathbf A^T(\mathbf A\mathbf A^T)^{-1/2}=\mathbf 1$. With the positive energies on the diagonal of $\mathbf E$, the exact two-component (X2C) Hamiltonian is

$$\mathbf h(s)=\mathbf C\,\mathbf E\,\mathbf C^T .$$

It has the positive-energy spectrum of the Dirac matrix. It is built in the full primitive set first and then projected on the contracted set. By the min-max principle, the $k$-th eigenvalue of a projected symmetric matrix is not below the $k$-th eigenvalue of the full one. The contracted set therefore places 2p and 5p, the first and fourth p levels, too high or at best right, for each $j$.

### Sign and size of the error

The contractions $u_n$ are eigenvectors of $\mathbf h(0)$ with energies $e_n$. Expand $\mathbf h(s)=\mathbf h(0)+s\,\mathbf w+O(s^2)$. Let $K$ be the part of the chosen set that is orthogonal to all four contractions, and define

$$\mathbf G=\mathbf h_{KK}(0)-e_n,\qquad \mathbf b=\text{the components of }\mathbf w u_n\text{ in }K .$$

To first order, the admixture $x$ from $K$ obeys $\mathbf Gx=-s\,\mathbf b$. Its contribution to the second-order energy is

$$s\,\mathbf b^Tx=-s^2S_n(K),\qquad S_n(K)=\mathbf b^T\mathbf G^{-1}\mathbf b .$$

The other terms up to $s^2$ are the diagonal elements of $\mathbf h(s)$ and the mixing among the four contractions. They are the same in the contracted and in the full set, and cancel in the error:

$$\Delta_n(s)=s^2M_n+O(s^3),\qquad M_n=S_n(\text{full})-S_n(\text{contracted}).$$

To find the sign of $M_n$, note that $K$ contains only states above 5p, so $\mathbf G$ is positive definite. Then $S_n(K)$ is the maximum over $x$ in $K$ of

$$F(x)=-2\mathbf b^Tx-x^T\mathbf Gx .$$

The stationary point is $x=-\mathbf G^{-1}\mathbf b$, where $F=2\mathbf b^T\mathbf G^{-1}\mathbf b-\mathbf b^T\mathbf G^{-1}\mathbf b$. A larger space cannot lower a maximum, so $M_n\ge0$. With $s=-2$ and $s=1$,

$$\Delta_{1/2}=4M_n,\qquad\Delta_{3/2}=M_n,$$

$$(E_{3/2}-E_{1/2})_{\rm contracted}=(E_{3/2}-E_{1/2})_{\rm full}-3M_n .$$

This answers the first question at leading order: the splitting is underestimated whenever $M_n>0$, and the $p_{1/2}$ level carries four times the error of $p_{3/2}$. That each level is too high holds at any coupling strength. The sign of the difference has been shown only at leading order, so it must be computed at full strength.

### Iodine

In the full ladder the 2p levels are $-175.396$ hartree for $j=1/2$ and $-164.432$ for $j=3/2$, a splitting of 10.964 hartree (298.4 eV). The 5p splitting is 0.0371 hartree (1.01 eV). A potential converged in a finer ladder (ratio 1.8) raises both 2p levels by about 0.001 hartree and leaves the splittings unchanged to the digits shown.

For 2p, the contracted set with free valence primitives gives level errors of 0.5265 hartree ($p_{1/2}$) and 0.1246 hartree ($p_{3/2}$), in the ratio 4.2. The deficit is

$$0.5265-0.1246=0.4019\ \text{hartree},\qquad 0.4019/10.964=3.7\,\%.$$

The leading-order formula, with $M=0.1269$ hartree, gives $3M=0.381$ hartree or 3.5 %. The remainder looks like a cubic term: setting $\Delta=s^2M+s^3N$, the $p_{3/2}$ error requires $N=-0.0023$ hartree. This predicts $4M-8N=0.526$ hartree for $p_{1/2}$, close to the computed value.

For 5p the errors are 0.003004 and 0.000724 hartree. The deficit is 0.00228 hartree, or 6.1 % of the splitting, against 5.9 % from $3M$. The last digit depends on the ladder: with ratio 1.6 and free primitives up to $1.3\ \mathrm{bohr}^{-2}$ the deficits are 3.6 % for 2p and 6.0 % for 5p.

The free valence primitives matter for 5p. With the four contractions alone its deficit is 10.1 %, while that of 2p is 3.8 %. Part of the 5p error is thus a lack of valence flexibility, which steep functions are not meant to cure.

### The repair

For each $k$, every block of $k$ consecutive primitives above the valence range was added in turn. The block kept is the one with the smallest worst level error, relative to the splitting, over both $j$ and both shells. Judging by level errors matters, because a splitting can come out right when two errors cancel. The best blocks are:

| $k$ | exponents (bohr$^{-2}$) | worst error 2p (%) | worst error 5p (%) |
|---|---|---|---|
| 0 | none | 4.80 | 8.09 |
| 1 | 53 | 2.89 | 3.07 |
| 2 | 5.0–11 | 0.83 | 1.21 |
| 3 | 5.0–24 | 0.64 | 0.78 |
| 4 | 11–117 | 0.48 | 0.57 |
| 5 | 11–257 | 0.21 | 0.25 |
| 6 | 11–566 | 0.07 | 0.08 |

Three added primitives bring both shells below 1 %, and six bring them below 0.1 %. The table covers consecutive blocks only, so these counts are upper bounds. For 1 % a scattered choice does need fewer: the pair 2.3 and 11 gives a worst error of 0.93 %. For 2p alone, two suffice for 1 %. After the repair with six, the deficits of the splittings are 0.06 % for 2p and 0.07 % for 5p.

The count belongs to the ladder as well as to the atom. With ratio 2.8, two and five primitives suffice to recover the levels of that ladder, which is itself a poor reference (see below); its deficits before repair are 2.7 % for 2p and 3.4 % for 5p. Six primitives of ratio 2.2 span a factor $2.2^5\approx52$ in exponent, and five of ratio 2.8 span $2.8^4\approx61$. The widths are similar for these two ladders. The position is not unique for ratio 2.8: the best block of five runs from 76 to $4600\ \mathrm{bohr}^{-2}$ with a worst error of 0.02 %, but the block from 9.6 to 590, close to the best block of ratio 2.2, gives 0.03 %, and the one from 27 to 1660 gives 0.08 %. The starting point matters too: with ratio 2.2 and a first exponent of 0.016 or 0.025 instead of 0.02, the 0.1 % target needs seven consecutive primitives.

The full ladder has an error of its own. For ratio 2.2 its levels differ from those of the directly integrated Dirac equation by at most 0.05 % of the splitting. Contracted and full sets are compared within the same ladder, so the 0.1 % target remains meaningful there, but a much finer one would call for a better reference. The ladder of ratio 2.8 is far less converged: in the same potential its levels lie above those of a ladder of ratio 1.6 by 0.17 % of the splitting for 2p and by about 5 % for 5p, so the small errors quoted for it are contraction errors only.

## Comparison of the two

The scaling argument gives the right sign and the factor of four, but its deficit of 1.2 % is too small, by a factor of about 3 for 2p and 5 for 5p. One weak point, whose size is found below for a bare charge only, is the use of the diagonal element $w$ where the response involves off-diagonal ones. The sum of their squares is $\langle w_{\rm op}^2\rangle-w^2$, with $w_{\rm op}=\alpha^2Z/(4r^3)$. For a hydrogenic 2p function, $\langle r^{-6}\rangle$ contains $\int r^4r^{-6}\,dr$, which diverges at small $r$. So $w^2$ does not measure the strength of the coupling to other states. The second-order energy stays finite all the same. With $u_0=rR\propto r^2$, the response $u$ obeys $-\tfrac12u''+u/r^2\propto r^{-3}u_0\propto r^{-1}$ at small $r$. This is solved by $u\propto r$, so the integrand $u_0\,r^{-3}u$ is bounded there. Solving the response equation numerically for the hydrogenic 2p level gives a lowering of about $4.1\,s^2w^2/\Delta$ with $\Delta=Z^2/8$, so the estimate is low by that factor already for a bare charge. This figure, $49/12$ in closed form, includes the mixing with 3p, 4p and 5p, which the contractions keep; without that mixing it is 3.4. It ignores screening.

The estimated count of four to five lies between the computed three and six, while the location is matched only roughly. The estimate placed the exponents between 176 and 2800. For ratio 2.2 the best block of six lies lower, from 11 to 566; for ratio 2.8 the best block of five, from 76 to 4600, encloses the estimated range, but the lower block from 9.6 to 590 does nearly as well. By $r=\zeta^{-1/2}$, the primitives from 11 to 566 peak between 0.30 and 0.042 bohr, on both sides of the hydrogenic 2p maximum at $4/Z=0.075$ bohr. They are steep compared with valence functions, but not compared with the nuclear region.

This is less steep than the behaviour at the nucleus would suggest. Eliminating the small component gives $\boldsymbol\sigma\cdot\mathbf p\,f\,\boldsymbol\sigma\cdot\mathbf p\,\psi_L+V\psi_L=E\psi_L$ with $f=c^2/(2c^2+E-V)$. The integrals found for $\mathbf W$ apply with $f$ in place of $V$, and the corresponding radial equation is

$$-(r^2fR')'+(2f+s\,rf')R+r^2(V-E)R=0 .$$

Close to a point nucleus $f\to c^2r/Z$, so $rf'=f$. Inserting $R=r^a$, keeping the lowest power of $r$ and dividing by $c^2r^{a+1}/Z$ leaves

$$-a(a+2)+2+s-(Z\alpha)^2=0\quad\Rightarrow\quad a=-1+\sqrt{3+s-(Z\alpha)^2},$$

where the positive root is the regular solution. This holds for the two physical values of $s$; for iodine $a=0.96$ for $p_{3/2}$ and $-0.08$ for $p_{1/2}$. It does not carry over to the scalar atom used here. With $\mathbf W_{\rm sf}$ alone the equations are $V\psi_L-\tfrac12\nabla^2\phi=E\psi_L$ and $\nabla^2\psi_L=\nabla\cdot(g\nabla\phi)$ with $g=1+(E-V)/(2c^2)$, and $\phi$ cannot be eliminated point by point. Inserting $\psi_L\propto r^a$ and $\phi\propto r^{a+1}$ gives $(t-4)(t-1)+(Z\alpha)^2(t-2)=0$ with $t=(a+1)^2$. The regular roots are $a=0.975$ and $a=-0.026$, and the second dominates at small $r$. The scalar function thus matches neither level at a point nucleus: the large component of $p_{3/2}$ vanishes there, while that of $p_{1/2}$ is weakly singular with a different power. No finite set of p Gaussians, each proportional to $r$ at the origin, can reproduce that.

For a point nucleus these powers hold where $|V|\gg2c^2$, that is for $r\ll Z\alpha^2/2\approx0.0014$ bohr, which corresponds to exponents above about $5\times10^5\ \mathrm{bohr}^{-2}$. With the Gaussian nucleus, of radius about $9\times10^{-5}$ bohr, both large components vanish like $r$ near its centre, and the window outside is too narrow for the $p_{1/2}$ power to be reached: $d\ln R/d\ln r$ falls only to about 0.1, near $3\times10^{-4}$ bohr, and then rises again. At a tolerance of 0.1 % no primitive of this region needs to be freed, since the block from 11 to 566 meets the target; these primitives remain present in the contractions in their scalar proportions. Adding the three steepest primitives of the ladder leaves the errors at 4.80 % and 8.09 %. Replacing the Gaussian nucleus by a point charge leaves the counts at three and six.

For 0.1 % a low ceiling is not enough either, although freeing all primitives up to $11\ \mathrm{bohr}^{-2}$ already gives 1 %. With all primitives up to $53\ \mathrm{bohr}^{-2}$ free, errors of 0.28 % for 2p and 0.34 % for 5p remain, and the 0.1 % target is reached when the ceiling is raised to 257. Among blocks of six in this ladder only the best one meets the target, though nearby blocks miss it by less than a factor of two: six primitives starting directly above the valence range, from 2.3 to 117, give 0.12 % and 0.14 %, and the best block shifted one step down or up gives worst errors of 0.19 % and 0.18 %. The low exponents contribute as well: without 2.3 and 5.0, the block from 11 to 117 leaves 0.48 % and 0.57 %.

A plausible reason why such moderate exponents suffice is that the contractions already contain the steep primitives in fixed proportions. A few free functions around the 2p maximum then let the $p_{1/2}$ function contract and the $p_{3/2}$ function expand. This reading is a conjecture, and it does not account for the best block of three, whose primitives peak between 0.45 and 0.20 bohr, well outside the 2p maximum; the calculation establishes that these blocks suffice in this ladder, not the mechanism.

The counts apply to iodine, to these contractions and to a fixed mean-field potential. For lighter atoms the estimate $(Z\alpha)^2/12$ indicates that the relative deficit fades as $Z^2$. This trend was not computed, and for any other atom both the deficit and the required range must be computed anew. The numerical check accompanying this text treats iodine only, with the ladders of ratio 2.2 and 2.8 that start at 0.02.

## Calculated quantities

```
iodine: Z = 53, mass number 127, Z*alpha = 0.3868
rms nuclear radius = 9.018e-05 bohr
p ladder: 29 primitives, ratio 2.2, 0.02 to 7.74e+07 bohr^-2
free valence primitives: 6, up to 1.03 bohr^-2
power of r at point nucleus: scalar 0.688, p1/2 -0.078, p3/2 0.962
2p levels: scalar -167.90901, p1/2 -175.39639, p3/2 -164.43197 hartree
2p splitting = 10.96441 hartree = 298.3569 eV
2p deficit: bare contractions 3.82 %, valence freed 3.67 % = 0.401916 hartree
2p level errors, valence freed: p1/2 0.526537, p3/2 0.124622 hartree, ratio 4.23
2p M = 1.269e-01 hartree, leading deficit 3M = 3.47 % of splitting
5p levels: scalar -0.22411, p1/2 -0.24966, p3/2 -0.21255 hartree
5p splitting = 0.03712 hartree = 1.0100 eV
5p deficit: bare contractions 10.08 %, valence freed 6.14 % = 0.002280 hartree
5p level errors, valence freed: p1/2 0.003004, p3/2 0.000724 hartree, ratio 4.15
5p M = 7.333e-04 hartree, leading deficit 3M = 5.93 % of splitting
largest level deviation from integrated Dirac equation = 0.0453 % of splitting
best block for both shells: k | exponents (bohr^-2) | deficit 2p, 5p (%) | worst level error 2p, 5p (%)
0 | none | 3.666, 6.142 | 4.802, 8.093
1 | 53.1 to 53.1 | 2.264, 2.443 | 2.891, 3.072
2 | 4.99 to 11 | 0.668, 0.985 | 0.826, 1.213
3 | 4.99 to 24.1 | 0.527, 0.642 | 0.643, 0.777
4 | 11 to 117 | 0.398, 0.474 | 0.482, 0.568
5 | 11 to 257 | 0.173, 0.208 | 0.206, 0.245
6 | 11 to 566 | 0.056, 0.069 | 0.065, 0.079
2p alone: 1 % needs 2 (4.99 to 11 bohr^-2), 0.1 % needs 6 (11 to 566 bohr^-2)
2p worst level error: none added 4.802 %, 3 steepest 4.802 %, all up to 53.1 bohr^-2 0.281 %
2p ceiling needed when all below it are free: 1 % 11, 0.1 % 257 bohr^-2
2p worst level error, 6 added: best block 0.065 %, just above valence 0.115 %
5p alone: 1 % needs 3 (4.99 to 24.1 bohr^-2), 0.1 % needs 6 (11 to 566 bohr^-2)
5p worst level error: none added 8.093 %, 3 steepest 8.092 %, all up to 53.1 bohr^-2 0.339 %
5p ceiling needed when all below it are free: 1 % 11, 0.1 % 257 bohr^-2
5p worst level error, 6 added: best block 0.079 %, just above valence 0.140 %
added primitives needed for 1 % / 0.1 %:
ratio 2.2, Gaussian nucleus: 2p 2 / 6, 5p 3 / 6, both 3 / 6
ratio 2.8, Gaussian nucleus: 2p 2 / 5, 5p 2 / 5, both 2 / 5
ratio 2.2, point nucleus: 2p 2 / 6, 5p 3 / 6, both 3 / 6
point-nucleus splittings: 2p 10.96474, 5p 0.037116 hartree
```
